Energy conservation in Car–Parrinello dynamics with ultrasoft pseudopotentials

**1. One coefficient and one ion**

Take one real orbital ψ = cχ, where χ is a fixed normalized function and c a real number, and one ion at position R on a line. An ultrasoft pseudopotential replaces the ordinary norm of ψ by one that includes the augmentation charge carried by the ion. For one real projector β centred on the ion, the normalization condition is

s(R) c² = 1, with s(R) = 1 + q ⟨β(R)|χ⟩².

Here q is the integral of the augmentation charge, and s > 0 is assumed. A prime means a time derivative throughout, and s_R means ds/dR. Since the condition holds at all times, its time derivative vanishes:

2 s c c' + s_R R' c² = 0.

Solved for c', this reads c' = −s_R R' c/(2s). If the ion moves so that s grows, |c| must shrink. Wherever s_R ≠ 0, a moving ion therefore forces the orbital to move.

Let c have the fictitious kinetic energy μc'², let the ion have mass M, and let the potential energy be E(c,R). With a multiplier λ the Lagrangian is

L = μc'² + ½MR'² − E(c,R) + λ(s c² − 1).

Its equations of motion are

2μc'' = −∂E/∂c + 2λ s c,
M R'' = −∂E/∂R + λ s_R c².

Multiply the first by c' and the second by R', and add. The left side is the rate of change of μc'² + ½MR'². The terms in E on the right add up to −dE/dt. Hence

d/dt (μc'² + ½MR'² + E) = λ(2 s c c' + s_R R' c²) = 0.

This is a bead on a smooth wire. The wire is the curve s(R)c² = 1 in the (c,R) plane, the constraint force is normal to it, and the velocity is tangent to it. The normal generally has components along both c and R. Each component may do work, but the sum of the two works is zero. The general proof has the same structure, with a matrix of constraints in place of one.

**2. Setting and assumptions**

Hartree atomic units are used. There are N orbitals ψ_i with fixed unit occupations, expanded in a finite basis that does not move, such as plane waves in a fixed cell. The ions have positions R_I and masses M_I. The overlap operator is

S(R) = 1 + Σ_I Σ_nm q_nm |β_n^I⟩⟨β_m^I|,

where the projectors β_n^I move rigidly with ion I and the Hermitian matrix q_nm is constant. It is assumed that

(a) S is positive definite and twice differentiable in R;
(b) E[ψ,R] is real, smooth, and has no explicit time dependence;
(c) the constraints are

C_ij(ψ,R) = ⟨ψ_i|S(R)|ψ_j⟩ − δ_ij = 0, (1)

with no explicit time dependence in the joint space of orbitals and ions;
(d) no other forces act, and the equations of motion are solved in continuous time.

Since C_ji = C_ij*, (1) contains N real conditions for i = j and N(N−1)/2 complex ones for i < j, which makes N² real conditions.

The Lagrangian is

L = μ Σ_i ⟨ψ_i'|ψ_i'⟩ + ½ Σ_I M_I R_I'² − E[ψ,R] + Σ_ij Λ_ij C_ij. (2)

The last term must be real. Its complex conjugate is Σ_ij Λ_ij* C_ji, which equals the original sum if Λ_ij* = Λ_ji. So Λ is taken to be Hermitian.

Write g_i = ∂E/∂ψ_i*, with ψ_i and ψ_i* varied independently, and let ∂_I be the gradient with respect to R_I at fixed orbitals. The part of (2) containing ψ_i*' is μ⟨ψ_i'|ψ_i'⟩, whose derivative with respect to ψ_i*' is μψ_i', without a factor 2. The derivative of Σ_ij Λ_ij ⟨ψ_i|Sψ_j⟩ with respect to ψ_i* is Σ_j Λ_ij Sψ_j. The equations of motion are therefore

μψ_i'' = −g_i + Σ_j Λ_ij Sψ_j, (3)
M_I R_I'' = −∂_I E + K_I, (4)

where the constraint force on ion I is

K_I = Σ_ij Λ_ij P^I_ij, P^I_ij = ⟨ψ_i|∂_I S|ψ_j⟩. (5)

**Theorem.** Under assumptions (a) to (d), every solution of (3) and (4) that satisfies (1) obeys

⟨ψ_i'|Sψ_j⟩ + ⟨ψ_i|Sψ_j'⟩ + ⟨ψ_i|S'ψ_j⟩ = 0, S' = Σ_I R_I'·∂_I S, (6)

and its extended energy

E_ext = μ Σ_i ⟨ψ_i'|ψ_i'⟩ + ½ Σ_I M_I R_I'² + E[ψ,R] (7)

is constant.

**3. The differentiated constraint**

**Lemma 1.** Equation (6) holds on any differentiable path (ψ(t),R(t)) that satisfies (1), whatever forces produce it.

Proof. Along the path ⟨ψ_i(t)|S(R(t))|ψ_j(t)⟩ = δ_ij, and the right side is constant. The product rule gives one term for each of the three factors. The operator S depends on time through the ionic positions alone, so the chain rule gives S' = Σ_I R_I'·∂_I S. ∎

Written out, the derivative of the overlap is

S' = Σ_I Σ_nm q_nm ( |β_n^I'⟩⟨β_m^I| + |β_n^I⟩⟨β_m^I'| ), β_n^I' = −R_I'·∇β_n^I.

The minus sign appears because β_n^I is a function of r − R_I. For i = j, (6) reads

2 Re⟨ψ_i|Sψ_i'⟩ = −⟨ψ_i|S'ψ_i⟩.

The orbital's own motion must compensate the change of norm caused by carrying the projectors through it. With S = 1 the third term of (6) vanishes and the constraint involves the orbitals alone.

**Remark on starting velocities.** Orbitals at rest, ψ_i' = 0, satisfy (6) only if every ⟨ψ_i|S'ψ_j⟩ vanishes, which moving ions do not in general allow. An admissible choice is

ψ_i' = −½ Σ_k ψ_k ⟨ψ_k|S'ψ_i⟩. (8)

To check it, project on Sψ_j and use ⟨ψ_j|Sψ_k⟩ = δ_jk:

⟨ψ_j|Sψ_i'⟩ = −½⟨ψ_j|S'ψ_i⟩.

Its complex conjugate is ⟨ψ_i'|Sψ_j⟩ = −½⟨ψ_i|S'ψ_j⟩, because S and S' are Hermitian. Exchanging the labels in the first relation gives ⟨ψ_i|Sψ_j'⟩ = −½⟨ψ_i|S'ψ_j⟩. The two halves cancel the third term of (6).

**4. The multipliers exist and are unique**

The theorem presupposes a Λ(t) that keeps the motion on the constraint surface. The second derivative of the constraint supplies it.

**Lemma 2.** At given positions and velocities, the condition C_ij'' = 0 determines a unique Hermitian Λ.

Proof. Differentiating (6) once more and collecting equal terms gives

⟨ψ_i''|Sψ_j⟩ + ⟨ψ_i|Sψ_j''⟩ + 2⟨ψ_i'|Sψ_j'⟩ + 2⟨ψ_i'|S'ψ_j⟩ + 2⟨ψ_i|S'ψ_j'⟩ + ⟨ψ_i|S''ψ_j⟩ = 0, (9)

where S'' = Σ_I R_I''·∂_I S plus terms quadratic in the ionic velocities. Insert (3) and (4), and define A_ij = ⟨Sψ_i|Sψ_j⟩. From (3), the parts of the first two terms that contain Λ are

⟨ψ_i''|Sψ_j⟩ → (1/μ) Σ_k Λ_ik* A_kj = (1/μ) Σ_k Λ_ki A_kj,
⟨ψ_i|Sψ_j''⟩ → (1/μ) Σ_k Λ_jk A_ik.

From (4), ⟨ψ_i|S''ψ_j⟩ contributes Σ_I P^I_ij·K_I/M_I. Everything else in (9) is known and is called d_ij. So

(1/μ) Σ_k (Λ_ki A_kj + Λ_jk A_ik) + Σ_I P^I_ij·K_I/M_I = −d_ij. (10)

This is a linear system for the N² real parameters of Λ, and both sides are Hermitian. Multiply its left side by Λ_ij and sum over i and j. With φ_i = Σ_j Λ_ij Sψ_j,

Σ_i ⟨φ_i|φ_i⟩ = Σ_ijk Λ_ik* Λ_ij A_kj = Σ_ijk Λ_ij Λ_ki A_kj,

which is the first sum apart from 1/μ. In the second sum put Λ_ij = Λ_ji*; it becomes Σ_j ⟨φ_j|φ_j⟩, the same quantity. By (5) the ionic term becomes Σ_I |K_I|²/M_I. The result is

(2/μ) Σ_i ⟨φ_i|φ_i⟩ + Σ_I |K_I|²/M_I ≥ 0. (11)

It vanishes only if every φ_i = 0. The orbitals are linearly independent by (1), and S is invertible, so the Sψ_j are linearly independent and φ_i = 0 implies Λ = 0. The linear map in (10) therefore has no null vector, and a map without null vectors on a finite-dimensional space is invertible. ∎

If C_ij = 0 and C_ij' = 0 at the start, then C_ij'' = 0 keeps C_ij = 0 for as long as the solution exists. This is why the starting velocities must satisfy (6).

**5. Proof of the energy theorem**

The identity (6) is Lemma 1. For the energy, take the scalar product of (3) with ψ_i', sum over i, and add the complex conjugate. The left side becomes

μ Σ_i (⟨ψ_i'|ψ_i''⟩ + ⟨ψ_i''|ψ_i'⟩) = d/dt μ Σ_i ⟨ψ_i'|ψ_i'⟩.

The constraint part of the right side is the power delivered to the orbitals,

W_orb = Σ_ij Λ_ij ⟨ψ_i'|Sψ_j⟩ + Σ_ij Λ_ij* ⟨Sψ_j|ψ_i'⟩.

In the second sum use Λ_ij* = Λ_ji and ⟨Sψ_j|ψ_i'⟩ = ⟨ψ_j|Sψ_i'⟩, then exchange the names i and j:

W_orb = Σ_ij Λ_ij ( ⟨ψ_i'|Sψ_j⟩ + ⟨ψ_i|Sψ_j'⟩ ). (12)

Thus

d/dt μ Σ_i ⟨ψ_i'|ψ_i'⟩ = −Σ_i (⟨ψ_i'|g_i⟩ + ⟨g_i|ψ_i'⟩) + W_orb. (13)

The scalar product of (4) with R_I', summed over ions, gives

d/dt ½ Σ_I M_I R_I'² = −Σ_I R_I'·∂_I E + W_ion, (14)

where, from (5),

W_ion = Σ_I R_I'·K_I = Σ_ij Λ_ij ⟨ψ_i|S'ψ_j⟩. (15)

Since E has no explicit time dependence, the chain rule gives

dE/dt = Σ_i (⟨ψ_i'|g_i⟩ + ⟨g_i|ψ_i'⟩) + Σ_I R_I'·∂_I E. (16)

Add (13), (14) and (16). The terms containing g_i and ∂_I E cancel, and

dE_ext/dt = W_orb + W_ion = Σ_ij Λ_ij C_ij' = 0. (17)

The last step is (6). ∎

Neither power need vanish. The constraint forces transfer energy between the orbital coordinates and the ionic coordinates, and they neither create nor remove any. The energy transferred need not be stored as fictitious kinetic energy, because by (13) the forces −g_i also do work on the orbitals.

**Remark on the word holonomic.** A constraint is holonomic if it can be written as a condition on coordinates, possibly with time as a further argument. That alone does not give conservation. The proof used C_ij' as the sum of an orbital part and an ionic part, each matched by a force. If C_ij depended explicitly on time, (6) would contain ∂C_ij/∂t, and the powers would add up to −Σ_ij Λ_ij ∂C_ij/∂t.

**6. Two ways to lose conservation**

**Corollary 1 (ionic constraint force omitted).** Suppose K_I is left out of (4), while Λ in (3) is chosen to keep the orbitals S-orthonormal. Then

dE_ext/dt = −Σ_ij Λ_ij ⟨ψ_i|S'ψ_j⟩. (18)

Proof. W_ion is absent from (14), so the sum in (17) is W_orb alone. Lemma 1 still applies, because the constraint still holds. It replaces the bracket in (12) by −⟨ψ_i|S'ψ_j⟩. ∎

Satisfied constraints are therefore no evidence that the ionic forces are complete.

**Corollary 2 (driven ions).** Let R_I(t) be prescribed, with (3) and (1) still in force. Then

dE_ext/dt = Σ_I R_I'·(M_I R_I'' + ∂_I E − K_I). (19)

Proof. Equations (13) and (16) remain valid, and their sum is W_orb + Σ_I R_I'·∂_I E. By Lemma 1, W_orb = −Σ_I R_I'·K_I. The ionic kinetic energy changes at the rate Σ_I M_I R_I'·R_I''. ∎

The bracket in (19) is the external force needed to impose the motion, so the right side is the power of the external agent. The orbital constraint is still holonomic here, but for the orbitals alone it depends explicitly on time through R(t).

**7. The static limit**

At a ground state with orbitals at rest and ions held fixed, (3) gives g_i = Σ_j Λ_ij Sψ_j. With equal occupations, E is taken to be unchanged by a unitary rotation among the occupied orbitals, and a rotation that diagonalizes Λ gives g_i = ε_i Sψ_i. Now follow the ground state as R_I changes. Its energy E_0 has the gradient

∂_I E_0 = ∂_I E + Σ_i ε_i (⟨∂_Iψ_i|Sψ_i⟩ + ⟨ψ_i|S∂_Iψ_i⟩).

Lemma 1, with R_I in place of time, turns the bracket into −⟨ψ_i|∂_I S|ψ_i⟩. The static force is therefore

F_I = −∂_I E_0 = −∂_I E + Σ_i ε_i ⟨ψ_i|∂_I S|ψ_i⟩. (20)

The last term is K_I with Λ equal to the diagonal matrix of eigenvalues.

When the ions are released, Λ in general differs from that matrix; the difference vanishes only when the right side described below is zero, as for ions at rest at an equilibrium geometry. Start from ground-state orbitals with velocities (8) and write Λ_ij = ε_i δ_ij + Δ_ij. The eigenvalue part cancels g_i in (3), leaving μψ_i'' = Σ_j Δ_ij Sψ_j. Equation (10) then holds with Δ in place of Λ (also inside K_I), and with a right side made of the velocity terms and the static accelerations F_I/M_I, all independent of μ. For small μ the terms with 1/μ dominate the left side, so Δ is proportional to μ at leading order.

**8. A worked example**

The model has two ions and two spinless electrons in a one-dimensional periodic cell of 10 bohr, with 15 plane waves at Bloch wavevector 0.2 bohr⁻¹, so the orbitals are complex. Each ion carries one normalized Gaussian projector β^I with q = 0.5. The energy is

E = Σ_i ⟨ψ_i|−½d²/dx²|ψ_i⟩ + D Σ_iI |⟨β^I|ψ_i⟩|² + ½∬ρ(x)w(x−y)ρ(y) dx dy.

Here D = −0.2 hartree, and w is the periodic sum of A exp(−κ|x|) with A = 1 hartree and κ = 0.5 bohr⁻¹. The density ρ is the electron density, augmentation included, minus a Gaussian of unit charge at each ion. The projector is proportional to exp(−x²/2σ²) with σ = 0.8 bohr, and the augmentation and ionic charges are Gaussians with standard deviation 0.5 bohr. The masses are μ = 100 and M = 2000. The ions start at 3.0 and 5.5 bohr with velocities 0.002 and −0.001 atomic units, and the run lasts 400 atomic units, or 9.68 fs.

For the first ion the static force (20) is

−0.05488 − 0.01541 = −0.07029 hartree/bohr.

The program tests this against the slope of the self-consistent ground-state energy, which gives the same value to the digits shown. Omitting the overlap term would remove about a fifth of this force.

Setting ψ_i' = 0 at the start would violate (6) by 3.2 × 10⁻⁴ atomic units, so (8) is used. The largest element of Δ is then 2.58 × 10⁻⁴ hartree, and it falls to 2.58 × 10⁻⁵ hartree when μ is divided by ten, as the leading-order argument requires.

At the end of the run the three terms of (6), in units of 10⁻⁴ atomic units, are for i = j = 1 (real parts)

1.64737 + 1.64737 − 3.29474 = 0,

and for i = 1, j = 2 (real parts, then imaginary parts)

−1.20010 − 1.06867 + 2.26877 = 0,
−0.57448 − 0.09466 + 0.66915 = 0.00001,

where the last remainder is rounding. The division of the i = 1, j = 2 terms into real and imaginary parts depends on the relative phase of the starting orbitals, since a constant phase factor on ψ_2 multiplies all three terms alike; here the largest plane-wave coefficient of each starting orbital is real and positive. For i = j the first two terms are complex conjugates and add to twice their real part. For i = 1, j = 2 they differ at this time, although the starting velocities (8) made them equal, so in general they cannot be merged into twice one of them.

The energy budget in hartree, in the order orbital kinetic, ionic kinetic, E, is

start: 0.000003 + 0.005000 − 0.005658 = −0.000655,
end: 0.000461 + 0.062171 − 0.063286 = −0.000654.

The last digits differ by rounding; the printed totals agree to eight decimals. The ionic kinetic energy plus E, without the fictitious part, falls by 0.000458 hartree, which is what the orbitals gain. The conserved quantity is thus the extended energy, and the physical energy of the ions and the potential is conserved only as closely as the fictitious kinetic energy stays constant.

The constraint forces do work −0.01082 hartree on the orbitals and +0.01082 hartree on the ions. The ions gain 0.05717 hartree of kinetic energy in all, so the force −∂_I E supplies the other 0.04635 hartree. The orbitals gain 0.00046 hartree, so by (13) the forces −g_i do work 0.00046 + 0.01082 = 0.01128 hartree on them. The energy that the constraint passes to the ions is thus drawn from E through the orbital coordinates, not from a store of fictitious kinetic energy.

The largest departure of E_ext from its initial value is about 9 × 10⁻¹⁴ hartree, while E itself ranges over 0.063 hartree. At a looser integration tolerance the departure grows to 1.3 × 10⁻⁹ hartree. The remaining drift therefore depends on the numerical integration, which lies outside assumption (d).

With the ionic constraint force omitted, E_ext changes by −0.01090 hartree (−0.297 eV), although the orbitals stay S-orthonormal. With the ions driven at their constant initial velocities it changes by +0.1458 hartree (+3.97 eV). The program tests both changes along the whole of each run against the time integrals of (18) and (19).

Computed results

```
cell length 10.0 bohr; Bloch wavevector 0.2 1/bohr
plane waves 15; orbitals 2; density grid 32
mu 100.0 a.u.; ion mass 2000.0 electron masses
augmentation charge q 0.5; bare D -0.2 hartree
Gaussian widths: projector 0.8, augmentation 0.5, ion 0.5 bohr
interaction A exp(-kappa|x|): A 1.0 hartree, kappa 0.5 1/bohr; ion charge 1.0
initial ion positions (bohr): [3.  5.5]
initial ion velocities (a.u.): [ 0.002 -0.001]
duration 400.0 a.u. = 9.676 fs
path test: sum of three terms 9.9e-11, first two only 0.0438 (a.u.)
integrated electron density 2.00000000
ground-state energy -0.005658 hartree
lowest three eigenvalues (hartree): [-0.191481  0.004332  0.271551]
force -dE/dR at fixed orbitals (hartree/bohr): [-0.054877  0.054877]
force from S derivative (hartree/bohr): [-0.015409  0.015409]
total static force (hartree/bohr): [-0.070286  0.070286]
minus slope of ground-state energy (hartree/bohr): [-0.070286  0.070286]
constraint-rate error if psi'=0 initially 3.1986e-04 a.u.
initial Lambda diagonal (hartree): [-0.191291  0.004073]
largest |Lambda - eigenvalue matrix|: 2.5826e-04 hartree at mu, 2.5841e-05 hartree at mu/10
lowest eigenvalue of multiplier system 0.02655 a.u.
initial orbital kinetic, ion kinetic, E (hartree): 0.00000297 0.00500000 -0.00565766
initial extended energy -0.00065469 hartree
final orbital kinetic, ion kinetic, E (hartree): 0.00046061 0.06217063 -0.06328593
final extended energy -0.00065469 hartree
final ion positions (bohr): [1.75572 7.14073]
final ion velocities (a.u.): [-0.0050573  0.0060494]
final <psi_i'|S psi_j> for 1,1: +1.647369e-04 -6.892642e-06 i (a.u.)
final <psi_i|S psi_j'> for 1,1: +1.647369e-04 +6.892642e-06 i (a.u.)
final <psi_i|S' psi_j> for 1,1: -3.294737e-04 +5.167487e-20 i (a.u.)
final <psi_i'|S psi_j> for 1,2: -1.200097e-04 -5.744847e-05 i (a.u.)
final <psi_i|S psi_j'> for 1,2: -1.068672e-04 -9.466350e-06 i (a.u.)
final <psi_i|S' psi_j> for 1,2: +2.268769e-04 +6.691483e-05 i (a.u.)
largest final sum of three terms 1.2e-15 a.u.
range of E along full run 0.062905 hartree
constraint work on orbitals -0.01082057 hartree
constraint work on ions +0.01082057 hartree
largest extended-energy drift 8.8e-14 hartree; largest constraint error 2.4e-13
drift at looser integration tolerance 1.3e-09 hartree
ionic constraint force omitted: energy change -0.01089865 hartree = -0.29657 eV
  predicted from integrated power -0.01089865 hartree
driven ions: energy change +0.14581575 hartree = +3.96785 eV
  predicted external work +0.14581575 hartree
```
